# Particle-in-Cell Simulation of a Plasma Sheath: Time Step and Mesh Heating

## Definitions and conventions

A sheath is the positively charged layer between a plasma and a wall. Electrons reach the wall faster than ions, so an insulated wall charges negatively until the two currents balance. We treat one dimension $x$, without magnetic field or collisions. The plasma edge is at $x=0$ and the wall at $x=L$.

The algebra uses atomic units: the electron has mass 1 and charge $-1$, temperature $T$ is an energy, and

$$
\frac{dE}{dx}=4\pi\rho,\qquad \omega_p^2=4\pi n_0,\qquad
\lambda_D^2=\frac{T}{4\pi n_0},\qquad v_t=\sqrt T=\lambda_D\omega_p .
$$

Here $n_0$ is the edge density, $\omega_p$ the electron plasma frequency and $\lambda_D$ the Debye length. Ions have charge $+1$ and mass $M$.

A particle-in-cell code follows macroparticles and computes their field on nodes $x_j=j\Delta x$. Linear weighting uses

$$
W(u)=1-|u|/\Delta x\quad(|u|<\Delta x),\qquad W=0\ \text{otherwise}.
$$

A particle at $x$ gives the fraction $W(x-x_j)$ of its charge to node $j$. The same weights interpolate the field back to it. For a mesh wave of wavenumber $k$ we write $\theta=k\Delta x$.

## Four cells by hand

Take a periodic mesh of four cells, with fixed ions and cold electrons dense enough to be treated as continuous. Displace the electrons by $\xi(x)=a\,h(x)$, where $a\ll\Delta x$ and $h$ is linear between the nodal values $(0,1,0,-1)$.

**Charge.** Moving an electron by $\xi$ changes its contribution to node $j$ by $W'(x-x_j)\xi$. The slope $W'$ is $+1/\Delta x$ in the cell left of the node and $-1/\Delta x$ in the cell right of it. The number assigned to node $j$ therefore changes by $n_0$ times the mean displacement on the left minus that on the right. At node 0 these means are $-a/2$ and $+a/2$, so the change is $-n_0a$. At node 1 both are $a/2$, and the change is zero. Nodes 2 and 3 give $+n_0a$ and zero. Dividing by $\Delta x$ and multiplying by the electron charge $-1$,

$$
\rho=\frac{n_0a}{\Delta x}(1,0,-1,0).
$$

**Field.** Gauss's law between cell faces reads $E_{j+1/2}-E_{j-1/2}=4\pi\rho_j\Delta x$. Summing from node 0 gives face fields $\omega_p^2a(1,1,0,0)$ plus a constant. A periodic box without applied voltage has zero mean field, so the faces hold $\omega_p^2a(\tfrac12,\tfrac12,-\tfrac12,-\tfrac12)$. Averaging the two faces beside each node gives

$$
E=\tfrac12\omega_p^2a\,(0,1,0,-1).
$$

**Motion.** The interpolated field has the same shape $h(x)$ as the displacement. Since the electron acceleration is $-E$, every electron obeys $\ddot\xi=-\tfrac12\omega_p^2\xi$. The mesh has lowered the squared frequency from $\omega_p^2$ to $\omega_p^2/2$.

**Time step.** Leapfrog stores velocities halfway between positions:

$$
v_{n+1/2}=v_{n-1/2}-E_n\Delta t,\qquad x_{n+1}=x_n+v_{n+1/2}\Delta t .
$$

Subtracting successive position updates eliminates the velocity:

$$
\xi_{n+1}=2\xi_n-\xi_{n-1}-\tfrac12(\omega_p\Delta t)^2\xi_n .
$$

For $\omega_p\Delta t=2$ this becomes $\xi_{n+1}=-\xi_{n-1}$, which is bounded. For $\omega_p\Delta t=3$ it becomes $\xi_{n+1}=-2.5\,\xi_n-\xi_{n-1}$. Trying $\xi_n\propto z^n$ gives $z+1/z=-2.5$, hence $z=-2$ or $-1/2$. The first solution doubles and changes sign at every step, although the differential equation has a bounded oscillation.

## The general time-step limit

Let the nodal displacement be $a\,e^{i\theta j}$. The charge argument above gives

$$
\rho_j=\frac{n_0a}{2\Delta x}\left[e^{i\theta(j+1)}-e^{i\theta(j-1)}\right]
=\frac{i n_0a\sin\theta}{\Delta x}e^{i\theta j}.
$$

For the field, write the face values as $Fe^{i\theta(j+1/2)}$. Gauss's law gives $2iF\sin(\theta/2)=4\pi\hat\rho\,\Delta x$, and averaging two faces multiplies $F$ by $\cos(\theta/2)$. Thus

$$
\hat E=-4\pi iG\hat\rho,\qquad G=\frac{\Delta x}{2}\cot\frac\theta2 .
$$

Inserting $\hat\rho$ and using $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$,

$$
\hat E=\omega_p^2a\,\frac{G\sin\theta}{\Delta x}
=\omega_p^2\cos^2(\theta/2)\,a,\qquad
\boxed{\omega_k=\omega_p|\cos(k\Delta x/2)|}.
$$

With $b=(\omega_k\Delta t)^2$, leapfrog gives $z+1/z=2-b$. The two roots have product 1. For $0<b<4$ they form a conjugate pair on the unit circle. Setting $z=e^{-i\omega\Delta t}$ gives $2-2\cos\omega\Delta t=b$, or

$$
\sin(\omega\Delta t/2)=\omega_k\Delta t/2 .
$$

For $b>4$ the roots are real and one has magnitude above 1. At $b=4$ they coincide, which permits growth proportional to the step number. Long waves have $\omega_k\to\omega_p$, so a cold plasma on a large mesh requires

$$
\boxed{\omega_p\Delta t<2}.
$$

This was derived for uniform density. Where the density changes little across a cell, its largest local value in $\omega_p$ is a useful guide, but not a guarantee: strong variation inside a cell can make a cold plasma unstable even at a small time step. The boxed limit also concerns stability only and does not ensure accuracy. Expanding the arcsine gives $\omega\simeq\omega_k[1+(\omega_k\Delta t)^2/24]$, a frequency error of about 0.17% at $\omega_k\Delta t=0.2$.

Particle runs test these statements. With eight cells and $\omega_p\Delta t=0.5$, measured and predicted frequencies are both $0.93230\,\omega_p$. With 32 cells, $\omega_p\Delta t=1.95$ stays bounded, while at 2.05 the amplitude grows by a factor of 1.4918 per step, as predicted. The bounded run still reaches 4.13 times its initial amplitude: near the limit, a start with zero half-step velocity is magnified by $1/\cos(\omega\Delta t/2)$. Stability alone is therefore a poor guide to a good time step.

## Why a coarse mesh heats a warm plasma

At the nodes, waves with wavenumbers $k_p=k+2\pi p/\Delta x$ are indistinguishable for integer $p$, because $e^{2\pi ipj}=1$. They are aliases. The triangle $W$ is the convolution of two boxes, so its transform is the square of a box transform:

$$
S_p=\frac1{\Delta x}\int W(u)e^{-ik_pu}\,du
=\left[\frac{\sin(k_p\Delta x/2)}{k_p\Delta x/2}\right]^2 .
$$

Density at $k_p$ enters the mesh with weight $S_p$. A nodal field $\hat E$ returns to the particles with components $S_p\hat E$ at all $k_p$.

Let $F(v)$ be the normalized Maxwellian and let disturbances vary as $e^{-i\omega t}$. The linearized Vlasov equation for each alias is

$$
-i(\omega-k_pv)f_p-S_p\hat E\,n_0F'=0 .
$$

Solving for $f_p$ and integrating over velocity,

$$
\hat n_p=iS_p\hat E\,n_0I_p,\qquad I_p=\int\frac{F'(v)}{\omega-k_pv}\,dv .
$$

The mesh charge is $\hat\rho=-\sum_pS_p\hat n_p$. Substitution in $\hat E=-4\pi iG\hat\rho$ gives

$$
\hat E=4\pi iG\sum_pS_p\hat n_p=-\omega_p^2G\sum_pS_p^2I_p\,\hat E .
$$

To evaluate $I_p$, use $F'=-vF/v_t^2$ and $v/(\omega-k_pv)=-1/k_p+(\omega/k_p)/(\omega-k_pv)$. Then

$$
I_p=\frac{1+\zeta_pZ(\zeta_p)}{k_pv_t^2},\quad
\zeta_p=\frac{\omega}{\sqrt2|k_p|v_t},\quad
Z(\zeta)=\frac1{\sqrt\pi}\int\frac{e^{-s^2}}{s-\zeta}\,ds .
$$

The integral holds for $\mathrm{Im}\,\omega>0$ and is continued analytically below the real axis. A nonzero field requires

$$
\boxed{0=\varepsilon=1+\frac{G}{\lambda_D^2}\sum_pS_p^2\,\frac{1+\zeta_pZ(\zeta_p)}{k_p}}.
$$

For weak growth, $\omega=\omega_r+i\gamma$ and $\gamma\simeq-\mathrm{Im}\,\varepsilon/(\partial\,\mathrm{Re}\,\varepsilon/\partial\omega)$, evaluated at $\omega_r$. The denominator is positive for a long plasma wave, where $\varepsilon\simeq1-\omega_p^2/\omega^2$. Take $\omega_r>0$ and $0<\theta<\pi$, so that $G>0$. On the real axis $\mathrm{Im}\,Z=\sqrt\pi e^{-\zeta^2}$. Terms with $k_p>0$ therefore damp, as in ordinary Landau damping, and terms with $k_p<0$ drive growth.

Consider small $k>0$. The physical $p=0$ damping contains $e^{-1/(2k^2\lambda_D^2)}$ and vanishes faster than any power of $k$. The aliases $\pm p$ have equal sines in $S_p$, so their strengths are proportional to

$$
g(|k_p|)=|k_p|^{-6}e^{-\omega_p^2/(2k_p^2v_t^2)} .
$$

Four inverse powers come from $S_p^2$, one from $1/k_p$ and one from $\zeta_p$. Differentiation shows that $g$ decreases when $k_p^2\lambda_D^2>1/6$. Near $|k_p|=2\pi/\Delta x$ this means $\lambda_D/\Delta x>0.065$. The negative alias has the smaller $|k_p|$ and then wins. Linear theory thus has no sharp Debye-length threshold above this ratio: some growth remains, but it becomes very slow. The largest rates found from the dispersion relation are:

| $\lambda_D/\Delta x$ | $\gamma_{\max}/\omega_p$ |
|---|---|
| 0.1 | $1.4\times10^{-2}$ |
| 0.2 | $8.1\times10^{-4}$ |
| 0.3 | $5.7\times10^{-5}$ |
| 0.5 | $1.3\times10^{-6}$ |
| 1.0 | $6.9\times10^{-9}$ |

A four-cell run with $\lambda_D=0.1\Delta x$ and evenly spaced particles in 600 velocity groups tests the relation. It grows at $0.0135\,\omega_p$, against $0.0128\,\omega_p$ from theory, a difference of 6% of the theoretical value. The source of that difference was not isolated.

### Changing one setting at a time

Linear growth does not give the final temperature. For that, a periodic box of length $160\lambda_D$ holds 3200 electrons over fixed ions, initially at 3 eV. Particle number, box, initial velocities and $\omega_p\Delta t=0.2$ are held fixed while the mesh changes. After $1500/\omega_p$, the total energy gain relative to the initial kinetic energy is 323% for $\lambda_D/\Delta x=0.1$, 45% for 0.3 and 6.1% for 1. The temperatures are 12.4, 4.26 and 3.13 eV. These numbers belong to one random set of initial velocities. Other sets give 261% and 296% on the coarsest mesh, 44% on the middle one and 5.1% on the finest, so only the rough size of each gain is meaningful.

Halving the time step on the coarsest mesh still gives a 309% gain. This change is smaller than the scatter between random starts, so a shorter time step does not cure the heating. The gain depends on particle noise as well as on the mesh: with four times as many particles it falls to about 100%. A temperature ratio of $12.44/3=4.15$ raises the Debye length by $\sqrt{4.15}=2.04$, to about $0.20\Delta x$, where the table gives a much lower linear growth rate. This does not mean that the heating stops: the table describes the growth of a small wave, not the rate at which an already noisy plasma gains energy.

Linear growth cannot explain the gains on the two finer meshes. At $\lambda_D/\Delta x=0.3$ it multiplies a wave amplitude by only $e^{5.7\times10^{-5}\times1500}\simeq1.09$ during the run, and at $\lambda_D=\Delta x$ the exponent is about $10^{-5}$. Noise from the finite particle number drives both gains: with four times as many particles they fall to about 10% and 1.2%, roughly in inverse proportion to that number. A resolved Debye length thus reduces artificial heating without removing it.

## A stationary solution for the sheath

A sheath run needs an independent result to be compared with. Measure length in $\lambda_D$, time in $1/\omega_p$, density in $n_0$, and let $\phi$ be the potential energy of a unit positive charge divided by $T$. Poisson's equation becomes $\phi''=n_e-n_i$.

Ions enter at speed $v_0$. Energy conservation gives $v_i^2=v_0^2-2\phi/M$, and constant flux gives $n_iv_i=v_0$. Hence

$$
n_i=\left(1-\frac{2\phi}{Mv_0^2}\right)^{-1/2}.
$$

Electrons enter from a Maxwellian and conserve $v^2/2-\phi$, so their distribution is $Ae^{\phi}e^{-v^2/2}/\sqrt{2\pi}$. With $\phi$ falling towards the wall, all forward velocities are present. Returning electrons are those that could not reach the wall potential $\phi_w$, which means $v^2<2(\phi-\phi_w)$. Integration over both groups yields

$$
n_e=\frac A2e^\phi\left[1+\mathrm{erf}\sqrt{\phi-\phi_w}\right].
$$

The electron flux at the wall is $\int_0^\infty vf\,dv=Ae^{\phi_w}/\sqrt{2\pi}$. A floating wall carries no net current, so

$$
\boxed{\phi_w=\ln\left(\sqrt{2\pi}\,v_0/A\right)}.
$$

Near the edge, neglecting the small loss of returning electrons, $n_e\simeq n_e(0)+\phi$ and $n_i\simeq1+\phi/(Mv_0^2)$. With $\delta=1-n_e(0)$,

$$
\phi''=\left(1-\frac1{Mv_0^2}\right)\phi-\delta .
$$

With a positive bracket the potential falls steadily from the edge. This is the Bohm condition $v_0>1/\sqrt M$. With a negative bracket this linear equation gives a potential that oscillates in space. The conditions $\phi(0)=\phi'(0)=0$ and $\phi(L)=\phi_w$ fix $\delta$, and with it $A$, by shooting: integrate from the edge and adjust $\delta$ until $\phi_w$ is reached at $L$.

## The sheath algorithm

In the same scaled units, one electron step is as follows.

1. Deposit ions and electrons on the nodes with $W$.
2. Sum the net charge from the edge, starting with $E(0)=0$, to obtain the face fields. Average them to the interior nodes; the wall node takes the full sum.
3. Interpolate $E$ to each electron, then update $v$ by $-E\Delta t$ and $x$ by $v\Delta t$.
4. Remove electrons that reach the wall. Re-emit those that cross the edge with $v=\sqrt{-2\ln u}$, where $u$ is uniform on $(0,1)$. This samples the flux distribution $ve^{-v^2/2}$, whose probability of exceeding $v$ is $e^{-v^2/2}$.
5. After every 20 electron steps, move the ions with the field averaged over that interval. Remove those that hit the wall, inject new ones at $v_0$, and add one thermal electron for each injected ion.

Rule 5 and the re-emission keep plasma and wall together neutral. With no field behind the wall, Gauss's law then gives the condition $E(0)=0$ used in step 2. The thermal edge also replaces electron velocities continually and would partly hide mesh heating, which is why heating was measured in a periodic box.

## A nitrogen plasma over a low-k film

Take $T=3$ eV and $n_0=10^{10}$ cm$^{-3}$, rough values for a low-pressure processing plasma, with N$_2^+$ ions of their real mass, $M=51065$. Then $\omega_p=5.64\times10^9$ rad/s and $\lambda_D=1.29\times10^5$ nm (0.129 mm). The cold stability limit is

$$
\Delta t<2/(5.64\times10^9\ \mathrm{s}^{-1})=0.355\ \mathrm{ns}.
$$

The run uses one tenth of this, 0.0355 ns, and $\Delta x=0.5\lambda_D$, over $L=12\lambda_D$. It starts with 200 particles of each species per Debye length, settles for $2800/\omega_p$ and is averaged over the next $3200/\omega_p$.

Ions enter at 1.3 times the Bohm speed, so $v_0=1.3/\sqrt{51065}=0.00575$. With $A\simeq1$,

$$
\phi_w\simeq\ln(2.507\times0.00575)=-4.24,
$$

or $-12.7$ V. The full stationary solution gives $-12.72$ V and the particle run $-12.65$ V. The largest potential difference between them on the mesh is 0.09 V. An ion arrives with its entry energy plus the potential drop:

$$
\tfrac12(1.3)^2(3\ \mathrm{eV})+12.72\ \mathrm{eV}=15.25\ \mathrm{eV}.
$$

The particle run also gives 15.25 eV. This exceeds its own $12.65+2.54$ eV because the interpolated node field felt by the particles integrates to about 0.07 V more than the sum of face fields used for the potential. The agreement to four digits is partly chance: other random starts with half the averaging time give 12.70 V and 15.27 eV on this mesh, and 12.53 V and 15.05 eV with cells half as wide, so the particle values are uncertain by 0.1 to 0.2 V. Its wall field is $4.03\times10^{-4}$ MV/cm, against $4.01\times10^{-4}$ MV/cm from the stationary solution. During averaging 3682 electrons and 3702 ions reach the wall, a 0.5% imbalance.

## What this says about charging damage

Nitrogen plasmas are used to strip resist from low-k films, and the inputs here are rough values for an unbiased, low-pressure case. If the wall is biased, an added steady sheath voltage adds about its own value, in eV, to the impact energy of a collisionless ion. The floating drop is set by the fast tail of the electron distribution, taken here as Maxwellian. Inelastic collisions in nitrogen often deplete that tail; a Druyvesteyn distribution with the same mean energy and ion flux gives about 9.3 V instead of 12.7 V. Real nitrogen plasmas also contain N$^+$. If it were the sole ion, halving the mass would reduce the floating drop by $(T/2)\ln2\simeq1.0$ V.

At 5 mTorr and 400 K, a rough ion cross section of $5\times10^{-15}$ cm$^2$ gives a 9% chance of collision in the sheath. Electron emission by ions and ultraviolet photons, with rough yields of 0.05 and 0.10 and a photon flux of $10^{15}$ cm$^{-2}$ s$^{-1}$, equals 7.4% of the ion current. The wall must then collect 1.074 times as many electrons, which reduces the drop by $3\ln1.074=0.21$ V. Bond breaking by photons is outside the model.

For the film, take a thickness of 200 nm and a relative permittivity of 2.7. If its substrate were held at the potential of the sheath edge, the whole sheath drop would lie across it:

$$
12.65\ \mathrm V/200\ \mathrm{nm}=0.63\ \mathrm{MV/cm}.
$$

This is 16% of a rough breakdown field of 4 MV/cm. For a 3 eV barrier the field-emission factor is about $e^{-561}$ with the free electron mass and $e^{-397}$ with an effective mass of 0.5, so tunnelling through an ideal film is negligible. Defects, patterned features and bias can concentrate the field, and this planar estimate does not cover them. The bulk plasma lies at a higher potential than the sheath edge: a collisionless ion starting there at rest needs a drop of 2.5 V to gain its entry energy. A substrate held at the bulk potential would therefore put about 15.2 V, or 0.76 MV/cm, across the film. A substrate floating at the surface potential would have no such drop.

Charging the film to the sheath drop of 12.65 V takes 0.15 uC/cm$^2$. Electrons bring this negative charge. The ion current would need 0.23 ms to carry the same amount, but an uncharged surface draws a much larger electron current, so most of the charging is faster than this. When a voltage $\Delta V$ is still missing from the floating drop, the electron current exceeds the ion current by the factor $e^{\Delta V/(3\,\mathrm V)}$. For small $\Delta V$ the net current is therefore about the ion current times $\Delta V/(3\,\mathrm V)$, and $\Delta V$ decays with a time constant of $0.23\ \mathrm{ms}\times3/12.65\simeq0.05$ ms. The sheath run spans only $6000/\omega_p\simeq1.1$ microseconds. The run therefore describes the sheath at a given surface condition, and slow film charging needs a separate circuit or transport model. The remaining values are in the numerical output.

## Numbers as computed

```
Input electron temperature: 3.0 eV
Input edge density: 1.0e+10 cm^-3
N2+ / electron mass ratio: 51065.4
Edge ion speed / Bohm speed: 1.30
Plasma frequency: 5.6415e+09 rad/s
Debye length: 1.2876e+05 nm
Cold time-step limit: 0.3545 ns
Sheath time step: 0.0355 ns
Sheath length, cell: 12.0, 0.5 Debye lengths
Cold frequency PIC, theory: 0.93230, 0.93230 omega_p
Max amplitude ratio at omega_p*dt=1.95: 4.134
Growth/step at 2.05, PIC, theory: 1.4918, 1.4918
Warm test frequency: 0.76846 omega_p
Warm growth PIC, theory: 0.013511, 0.012770 omega_p
Max growth, Debye/dx=0.1: 1.370e-02 omega_p
Max growth, Debye/dx=0.2: 8.019e-04 omega_p
Max growth, Debye/dx=0.3: 5.660e-05 omega_p
Max growth, Debye/dx=0.5: 1.280e-06 omega_p
Max growth, Debye/dx=1.0: 6.920e-09 omega_p
Heating duration: 1500 / omega_p
Debye/dx=0.1: energy gain 322.97 %, T 12.440 eV
Debye/dx=0.3: energy gain 44.52 %, T 4.261 eV
Debye/dx=1.0: energy gain 6.10 %, T 3.129 eV
Debye/dx=0.1, half dt: energy gain 309.29 %, T 12.021 eV
Potential at 6 Debye, PIC, theory: -0.367, -0.401 V
Potential at 9 Debye, PIC, theory: -2.645, -2.733 V
Potential at 11 Debye, PIC, theory: -8.082, -8.166 V
Potential at 12 Debye, PIC, theory: -12.649, -12.715 V
Largest potential difference: 0.092 V
Wall field PIC, theory: 4.027e-04, 4.011e-04 MV/cm
Ion impact energy PIC, theory: 15.251, 15.250 eV
Electron, ion wall counts: 3682, 3702
Ion flux: 4.179e+15 cm^-2 s^-1
Rough gas: 5.0 mTorr, 400 K
Rough ion cross section: 5.0e-15 cm^2
Ion collision probability: 8.90 %
Rough secondary, photo yields: 0.05, 0.10
Rough VUV flux: 1.0e+15 cm^-2 s^-1
Emission / ion current: 7.39 %
Emission potential shift: 0.214 V
Film thickness, permittivity: 200 nm, 2.7
Worst-case film field: 0.632 MV/cm
Rough breakdown field: 4.0 MV/cm
Film / breakdown field: 0.158
Film charge: 0.1512 uC/cm2
Film charging time: 0.2258 ms
Tunnel barrier, exponent: 3.0 eV, 561.2
```
